# Critical Voltage of Thermal Breakdown from Relaxation Rates Below It

## Problem

A thermistor bead whose resistance falls on heating sits in a steady air stream and is driven at fixed voltage $V$. Its temperature $T$ is taken as uniform and obeys

$$C\dot T=\frac{V^2}{R(T)}-K(T-T_0),\qquad R(T)=R_0\,e^{B(1/T-1/T_0)},\qquad B=\frac{E_a}{k_B}.$$

The values are $T_0=298$ K, $R_0=10$ kΩ, $E_a=0.34$ eV ($B=3945.5$ K), $K=1.5$ mW/K and $C=15$ mJ/K, so that $\tau=C/K=10$ s. Above a critical voltage $V_c$ the cold steady state no longer exists and the bead runs away.

Synthetic relaxation rates $\lambda$ were obtained by integrating this equation for 5 s after a 1 mK upward kick from the steady state, without noise:

| Window | $V$ (V) | $\lambda$ (s⁻¹) |
|---|---|---|
| near | 11.1, 11.2, 11.3, 11.4, 11.5 | 0.03467, 0.03143, 0.02767, 0.02312, 0.01709 |
| middle | 9.6, 9.8, 10.0, 10.2, 10.4 | 0.06196, 0.05945, 0.05673, 0.05375, 0.05045 |
| far | 6.0, 6.5, 7.0, 7.5, 8.0 | 0.08820, 0.08587, 0.08324, 0.08025, 0.07685 |

1. Find $V_c$ and the small-signal rate on the cold branch.
2. Find how $\lambda^2$ approaches zero, including the first correction to linearity.
3. What sign and size has the error when a least-squares line through $\lambda^2(V)$ is extrapolated to zero?
4. Apply the method to the three windows and compare the bias with the scatter caused by 1 % random errors in $\lambda$.

## Hints

- Use the steady temperature, not $V$, as the parameter along the branch. Write $\theta=T-T_0$, $y=\theta/T$, $r=\lambda\tau$.
- Differentiate $r^2$ with respect to $\ln V$. A factor $r$ cancels.
- Least-squares residuals are orthogonal to a constant and to the abscissa. How often must they change sign?

## Solution

### 1. The fold

In the steady state $V^2=K\theta R(T)$. For a small deviation $\delta$ at fixed $V$,

$$C\dot\delta=\left[V^2\frac{d}{dT}\frac1R-K\right]\delta,\qquad \frac{d}{dT}\frac1R=\frac{B}{T^2}\frac1R .$$

Inserting $V^2/R=K\theta$ gives $\dot\delta=-\lambda\delta$ with

$$r=\lambda\tau=1-\frac{B\theta}{T^2}.$$

The logarithm of the steady-state condition, differentiated along the branch, gives

$$2\frac{d\ln V}{d\theta}=\frac1\theta-\frac{B}{T^2}=\frac r\theta. \tag{1}$$

The voltage therefore stops rising where the rate vanishes. There $T^2-BT+BT_0=0$. Heating from $T_0$, where $r=1$, reaches the smaller root first:

$$T_c=\frac{B-\sqrt{B^2-4BT_0}}2=324.7\text{ K},\qquad \theta_c=26.7\text{ K}.$$

A fold requires $B>4T_0$. With $R(T_c)=3.363$ kΩ and a power $K\theta_c=40.09$ mW,

$$V_c=\sqrt{0.04009\times3363}\text{ V}=11.61\text{ V}.$$

In a numerical integration starting at 298 K, the bead passed 450 K within 3000 s at $1.001V_c$ and did not at $0.999V_c$.

### 2. The squared rate near the fold

Since $B\theta/T^2=1-r$,

$$\frac{dr}{d\theta}=-\frac B{T^2}+\frac{2B\theta}{T^3}=-\frac{(1-r)(1-2y)}\theta .$$

Dividing $d(r^2)/d\theta=2r\,dr/d\theta$ by $d\ln V/d\theta=r/2\theta$ gives

$$\frac{d(r^2)}{d\ln V}=-S,\qquad S=4(1-r)(1-2y). \tag{2}$$

At the fold $T_c^2=B\theta_c$, so $y_c=T_c/B=0.0823$. The slope of $r^2$ against $-\ln V$ there is $a=S_c=4(1-2y_c)=3.342$, finite and nonzero, which is why the squared rate is the quantity to extrapolate.

For the correction, expand $S=a(1-\sigma r+\dots)$, where $\sigma=-d\ln S/dr$ at $r=0$. From $y=1-T_0/T$ follows $dy/d\theta=T_0/T^2=y(1-y)/\theta$, and at the fold $d\theta/dr=-\theta/(1-2y)$. Hence

$$\sigma=1-\frac{2y_c(1-y_c)}{(1-2y_c)^2}=\frac{1-6y_c(1-y_c)}{(1-2y_c)^2}=0.784 .$$

Let $L=\ln(V_c/V)$, so that $d(r^2)/dL=S$. Integrate from the fold, using $r\simeq\sqrt{aL}$ in the small term:

$$r^2=aL-a\sigma\int_0^L\!\sqrt{aL'}\,dL'=aL\left[1-\tfrac23\sigma\sqrt{aL}+O(L)\right].$$

With $e=1-V/V_c$ and $L=e+O(e^2)$,

$$r^2=a\,e\left[1+\beta\sqrt e+O(e)\right],\qquad \beta=-\tfrac23\sigma\sqrt a=-0.955. \tag{3}$$

The first correction is of order $e^{3/2}$, not $e^2$. Relative to the linear term it fades only as $\sqrt e$: at $e=0.01$ it is still about 10 %.

### 3. Sign and size of the bias

**Sign.** Consider $r^2$ as a function of $u=V^2$. By (2), $d(r^2)/du=-S/2u$. The curve is concave if $S/u$ grows along the branch. Using

$$\theta\frac{d\ln S}{d\theta}=(1-2y)-\frac{2y(1-y)}{1-2y},\qquad \theta\frac{d\ln u}{d\theta}=r,$$

together with $1-r=yB/T$, the condition becomes

$$\frac BT>2+\frac{2(1-y)}{1-2y}=3+\frac1{1-2y}.$$

On heating, the left side falls and the right side rises, so checking the fold suffices; there it reads $12.15>4.20$. Since $B/T_c=1/y_c$, the fold condition is equivalent to $1-6y_c(1-y_c)>0$. With $y_c(1-y_c)=T_0/B$ this is simply

$$B>6T_0 .$$

Concavity in $V$ follows: for $f(u)=r^2$, $d^2f/dV^2=4V^2f''+2f'$, and both terms are negative.

Now fit a line to noiseless data at three or more voltages. The weighted residuals $\rho_i$ satisfy $\sum w_i\rho_i=\sum w_i\rho_iV_i=0$. With a single sign change at $V_*$, all terms of $\sum w_i\rho_i(V_i-V_*)$ would have one sign and could not cancel. There are thus at least two sign changes, and a strictly concave curve crosses a line at most twice. The fitted line is a chord of the curve. Beyond its second crossing it lies above the curve, so it is still positive at $V_c$ and reaches zero at a higher voltage. For $B>6T_0$ the noiseless extrapolation overestimates $V_c$, whatever the positive weights. For $4T_0<B<6T_0$, $\beta$ is positive and the leading bias changes sign, but only for data close to the fold: at $B=5T_0$ five equally spaced points give a relative bias of $-0.03$ % for $e=0.01$–0.05 and $+14$ % for $e=0.3$–0.5.

**Size.** Place the data at $e_i=hx_i$, and let $I+Jx$ be the least-squares line through $x^{3/2}$ at the points $x_i$. By (3) the fit to $r^2/a$ is

$$\beta Ih^{3/2}+hx\,(1+\beta J\sqrt h).$$

It vanishes at $e_0=-\beta Ih^{3/2}$ to leading order. The estimate is $V_c(1-e_0)$, so

$$\frac{\text{bias}}{V_c}=\beta I\,h^{3/2}. \tag{4}$$

Because $x^{3/2}$ is convex, $I<0$, and the bias is positive for $\beta<0$. Two cases are useful:

- Data filling $0<e<h$ uniformly: $J=12\left(\frac27-\frac12\cdot\frac25\right)=\frac{36}{35}$ and $I=\frac25-\frac{18}{35}=-\frac4{35}$.
- A narrow window at distance $e$: the tangent to $x^{3/2}$ at $x=1$ has $I=-\frac12$, so the bias is $\frac12|\beta|e^{3/2}V_c$.

For a 1 % bias the second case gives $e\approx(0.02/0.955)^{2/3}\approx0.076$, or data about 0.9 V below the fold. This leading-order distance is somewhat too generous: in the full model the tangent is already 1 % off at $e\approx0.068$, about 0.8 V below the fold.

Far from the fold (4) fails. By (2), a tangent at $V$ reaches zero at $\hat V=V(1+r^2/S)$. As $V\to0$, $\theta\simeq V^2/KR_0$ and $S\simeq4BV^2/(T_0^2KR_0)$, so $\hat V\simeq KR_0T_0^2/(4BV)$ grows without bound.

### 4. The data

In the near window the mean of $\lambda^2$ is $7.565\times10^{-4}$ s⁻² at mean voltage 11.3 V, and the fitted slope is $q=-2.274\times10^{-3}$ s⁻²/V. The line vanishes at

$$11.3+\frac{0.7565}{2.274}=11.633\text{ V}.$$

For the scatter, a relative rate error $s$ changes $y_i=\lambda_i^2$ by $2sy_i$. The fitted line evaluated at its zero $\hat V$ is $\sum h_iy_i$, with

$$h_i=\frac1N+\frac{(\hat V-\bar V)(V_i-\bar V)}{\sum_j(V_j-\bar V)^2}.$$

A change of this value shifts the zero by $-1/q$ times as much. Independent errors therefore give a standard deviation $(2s/|q|)\sqrt{\sum(h_iy_i)^2}$. Simulated noise with $s=1$ % agrees with this formula within 10 % in each window; the simulated values are listed.

| Window | Estimate (V) | Bias (V) | Eq. (4) (V) | Scatter (V) |
|---|---|---|---|---|
| near | 11.633 | +0.021 | +0.019 | 0.006 |
| middle | 11.98 | +0.37 | +0.28 | 0.13 |
| far | 14.35 | +2.74 | +1.36 | 0.70 |

Relative to $V_c$ the biases are 0.18 %, 3.2 % and 24 %. In each window the bias is three to four times the scatter, so averaging more readings makes the wrong value look more certain.

Straightness gives little warning. The squared correlation is 0.9994, 0.9994 and 0.997 for the three windows. In the far window the rms misfit of the line is about $4\times10^{-5}$ s⁻², while 1 % rate noise scatters the values of $\lambda^2$ by about $14\times10^{-5}$ s⁻² and leaves an rms misfit of about $11\times10^{-5}$ s⁻² after the fit: the curvature is hidden in the noise.

### The real device

The parameters are rough typical values for a small bead, although a self-heating of 27 K is far above what is allowed in thermometry. Changing one assumption at a time moves $V_c$ by $-1.85$ % for air 1 K warmer and by $+1.5$ % for a 50 Ω source. For a sphere of radius 1 mm, thermal conductivity 3 W/(m K) and emissivity 0.9, the nonlinear part of radiation (its linear part is counted in $K$), the temperature gradient inside the bead (uniform field assumed), and assumed drifts of $K$ (0.03 %/K) and $E_a$ (0.04 %/K) each move it by less than 0.6 %. At fixed $K$ the gradient shift, $-0.4$ % here, is inversely proportional to radius and conductivity and doubles if either is halved. With the voltages held at the same fractions of the new $V_c$, the near bias stays at 0.16–0.19 % and the far bias at 23–24 %. These effects mainly shift the true threshold, not the extrapolation error. Even so, 1 K in air temperature matters ten times more than the near-window bias.

A measurable kick also matters. An upward kick of 0.5 K, with the rate again taken over 5 s, lowers the near estimate by 0.008 V. Insulating films share the thermal feedback, but field-dependent conduction and nonuniform temperature can be essential there, so these percentages do not carry over.

## Variation 1: other coordinates for the fit

*Does plotting $\lambda^2$ against $V^2$, or fitting $V$ as a series in $\lambda$, remove the bias?*

Near the fold $V^2$ is a smooth function of $V$, so the $e^{3/2}$ term survives. For a tangent, however, the zero lies at $V\sqrt{1+2r^2/S}$, which is below $V(1+r^2/S)$. The biases of the full fits fall to 0.017, 0.21 and 0.73 V. They remain positive, by the concavity in $V^2$ shown above.

For the series, (2) gives $d\ln V/dr=-2r/S$. Near $r=0$, $S$ is a smooth, nonzero function of $r$, so

$$V=V_c-p\lambda^2-q'\lambda^3+\dots$$

has no linear term and no fractional powers. Fitting these three terms to the near window leaves a bias of $-0.002$ V, but 1 % noise now scatters the result by 0.018 V, three times more than for the line. In the middle and far windows the noiseless biases are $-0.15$ and $-3.7$ V: with a scatter of about 1.3 V from 1 % noise already in the middle window, the truncated series is no cure for distant data.

## Variation 2: one distant point and the zero-voltage rate

*Only the reading at 8 V and the rate at vanishing voltage, $1/\tau=0.1$ s⁻¹, are available. Bound $V_c$.*

Integrate $dL=2r\,dr/S$ from the fold. On the cold branch $1-2y_c\le1-2y<1$, so with

$$L_0=\int_0^r\frac{r'\,dr'}{2(1-r')}=\tfrac12\left[-r-\ln(1-r)\right]$$

one has

$$L_0<\ln\frac{V_c}V<\frac{L_0}{1-2y_c}.$$

Here $r=0.7685$, $L_0=0.347$ and $1-2y_c=0.835$. Hence $11.32\text{ V}<V_c<12.13\text{ V}$, which contains the true 11.61 V, whereas the far-window line gave 14.35 V. The price is reliance on the model: both bounds need the assumed resistance law and a constant $K$, and the upper bound needs a lower limit on $B/T_0$, since $1-2y_c=\sqrt{1-4T_0/B}$. If $B$ and $T_0$ are known exactly, as in the number above, $r$ fixes $\theta$ and with it $V_c=11.61$ V itself. Since $dL_0/dr=r/[2(1-r)]=1.66$, a 1 % error in the 8 V rate, or in $\tau$, moves the lower bound by about 1.3 %; with $r$ too high by 2 % the lower bound becomes 11.63 V and the bracket no longer contains $V_c$.

The complete data and fit results are in the numerical output below.

## Table of computed values

```
Inputs: T0 298 K, R0 10 kOhm, Ea 0.34 eV
K 1.5 mW/K, C 15 mJ/K, tau 10.0 s, B 3945.5 K
Fold: Tc 324.73 K, rise 26.73 K, Vc 11.6115 V
At fold: R 3.363 kOhm, power 40.09 mW
yc 0.0823, a 3.342, sigma 0.784, beta -0.955
Concavity test at fold: 12.15 > 4.20
Synthetic data: V (V), rise (K), rate (1/s), rate^2 (1/s^2)
  11.10  16.362  0.03467  1.2023e-03
  11.20  17.274  0.03143  9.8785e-04
  11.30  18.345  0.02767  7.6578e-04
  11.40  19.662  0.02312  5.3463e-04
  11.50  21.443  0.01709  2.9203e-04
   9.60   9.093  0.06196  3.8386e-03
   9.80   9.732  0.05945  3.5345e-03
  10.00  10.433  0.05673  3.2181e-03
  10.20  11.208  0.05375  2.8886e-03
  10.40  12.076  0.05045  2.5448e-03
   6.00   2.703  0.08820  7.7799e-03
   6.50   3.249  0.08587  7.3744e-03
   7.00   3.871  0.08324  6.9286e-03
   7.50   4.583  0.08025  6.4402e-03
   8.00   5.401  0.07685  5.9062e-03
near: line gives 11.633 V, bias +0.021 V (+0.18 %)
  leading-order bias +0.019 V, R^2 of line 0.99941
  bias: V^2 axis +0.017 V, cubic fit -0.0023 V
  1 % noise: scatter 0.006 V, propagated 0.006 V
  cubic, noisy: mean error -0.002 V, scatter 0.018 V
middle: line gives 11.982 V, bias +0.371 V (+3.19 %)
  leading-order bias +0.278 V, R^2 of line 0.99941
  bias: V^2 axis +0.209 V, cubic fit -0.1496 V
  1 % noise: scatter 0.125 V, propagated 0.122 V
  cubic, noisy: mean error -0.131 V, scatter 1.336 V
far: line gives 14.354 V, bias +2.743 V (+23.62 %)
  leading-order bias +1.356 V, R^2 of line 0.99708
  bias: V^2 axis +0.734 V, cubic fit -3.6932 V
  1 % noise: scatter 0.698 V, propagated 0.677 V
One point at 8.0 V: Vc between 11.323 and 12.125 V
0.5 K kick: near estimate moves by -0.0084 V
Left out: shift of Vc; bias near, far (% of new Vc)
  radiation: +0.32 %; +0.19, +23.83
  K drift 0.03 %/K: +0.40 %; +0.19, +23.92
  Ea drift 0.04 %/K: -0.57 %; +0.19, +24.27
  source 50 Ohm: +1.51 %; +0.16, +22.96
  inner gradient: -0.40 %; +0.18, +23.62
  air 1 K warmer: -1.85 %; +0.18, +23.60
Buoyancy/forced flow 1.7e-03 at 1 m/s (no unit)
Field energy per 0.3 nm hop / 2kT: 3.1e-05 (no unit)
Heat spreading time in bead 0.12 s, radius 1 mm
```
